# When Diamond's Open-Site Fraction Is Independent of Atomic-Hydrogen Flux

## A site that flips at every impact

Consider one carbon site on a hydrogen-covered diamond surface in a gas of H atoms. Suppose that every arriving atom reacts. If the site carries hydrogen, the atom removes it as H$_2$ and leaves an open site, a radical. If the site is open, the atom sticks and closes it. The site then changes state at each impact.

Let impacts arrive at random with mean rate $F$. The site stays open for a mean time $1/F$, then closed for a mean time $1/F$, so it is open half of the time. Doubling $F$ halves both waiting times and leaves the fraction at one half.

Now let an impact open a closed site with probability $\alpha$ and close an open site with probability $\beta$. The mean closed time is $1/(\alpha F)$ and the mean open time is $1/(\beta F)$. The open fraction is

$$
\theta_*=\frac{1/(\beta F)}{1/(\beta F)+1/(\alpha F)}=\frac{\alpha}{\alpha+\beta}=\frac{1}{1+\beta/\alpha}.
$$

The second form follows on multiplying numerator and denominator by $\alpha\beta F$. The flux cancels because the same atoms drive both reactions. In general it no longer cancels when something else also opens or closes sites.

## Assumptions and two lemmas

The basic model assumes the following.

1. A site is either hydrogen-terminated or open, and it reacts independently of its neighbours.
2. H impacts are the sole cause of change, with probabilities $\alpha,\beta>0$.
3. The temperature $T$ is held fixed. The gas at the surface has the surface temperature.

Here $F$ is the impact rate per site at the surface itself. Energies are in eV, pressures in Torr, and $k$ is Boltzmann's constant.

**Lemma 1 (impact rate).** If the arriving atoms have the velocity distribution of a Maxwell gas of density $n$ and atomic mass $M_{\rm H}$, a site of area $A$ receives

$$
F=An\sqrt{\frac{kT}{2\pi M_{\rm H}}}=\frac{An\bar v}{4},\qquad \bar v=\sqrt{\frac{8kT}{\pi M_{\rm H}}}.
$$

*Proof.* Let $v>0$ be the velocity component towards the surface. Atoms with this component arrive at a rate proportional to $v$ times their density, so

$$
F=An\sqrt{\frac{M_{\rm H}}{2\pi kT}}\int_0^\infty v\,e^{-M_{\rm H}v^2/2kT}\,dv .
$$

The integral is $kT/M_{\rm H}$, which gives the first form. Since $\bar v/4=\sqrt{8kT/(16\pi M_{\rm H})}$, the two forms agree. $\square$

**Lemma 2 (threshold).** If abstraction occurs whenever the energy of motion normal to the surface exceeds $E$, then $\alpha=e^{-E/kT}$.

*Proof.* Put $\epsilon=M_{\rm H}v^2/2$, so that $v\,dv=d\epsilon/M_{\rm H}$. The arrival rate is then weighted by $e^{-\epsilon/kT}d\epsilon$, and

$$
\alpha=\frac{\int_E^\infty e^{-\epsilon/kT}d\epsilon}{\int_0^\infty e^{-\epsilon/kT}d\epsilon}=e^{-E/kT}.\qquad\square
$$

This threshold law is a model for $\alpha$. The theorem below needs only that $\alpha$ and $\beta$ do not depend on $F$.

## The theorem

**Theorem.**

**(a)** Under assumptions 1–3, with a possibly time-dependent flux $F(t)\ge0$ and dose $S(t)=\int_0^tF(t')dt'$,

$$
\theta(t)=\theta_*+[\theta(0)-\theta_*]e^{-(\alpha+\beta)S(t)} .
$$

**(b)** Let a finite group of sites interact, so that probabilities may depend on neighbours. If every transition rate is a constant times the common flux $F$, and every state can be reached from every other, the group has one stationary distribution for $F>0$. It does not depend on the value of $F$.

**(c)** Return to independent sites and add a constant opening rate $d$ and a constant closing rate $b$, with $b+d>0$. Define

$$
F_c=\frac{b+d}{\alpha+\beta},\qquad \theta_b=\frac{d}{b+d}.
$$

At constant $F$ the steady open fraction is

$$
\theta=\frac{F\theta_*+F_c\theta_b}{F+F_c}.
$$

It is independent of $F$ if and only if $\theta_b=\theta_*$. Otherwise it approaches $\theta_*$ for $F\gg F_c$.

**Proof of (a).** Terminated sites form a fraction $1-\theta$ and open at rate $\alpha F$; open sites close at rate $\beta F$. Therefore

$$
\frac{d\theta}{dt}=F[\alpha(1-\theta)-\beta\theta]
=F[\alpha-(\alpha+\beta)\theta]
=-(\alpha+\beta)F(\theta-\theta_*).
$$

The last step uses $\alpha=(\alpha+\beta)\theta_*$. Since $dS=F\,dt$, this is $d(\theta-\theta_*)/dS=-(\alpha+\beta)(\theta-\theta_*)$, whose solution is the stated exponential. $\square$

The dose acts as the clock of the surface. A surface already at $\theta_*$ stays there when the flux is modulated. At constant flux the approach takes a time $1/[(\alpha+\beta)F]$, so the speed of response does depend on flux.

**Proof of (b).** Let $p$ be the column of state probabilities. By assumption $dp/dt=F(t)Mp$ with a constant matrix $M$, so $dp/dS=Mp$ and $p=e^{MS}p(0)$. The off-diagonal entries of $M$ are non-negative, and each column sums to zero because probability is conserved.

Choose $c$ larger than every $|M_{ii}|$. Then $M+cI$ has no negative entry, and

$$
P\equiv e^M=e^{-c}\sum_{n=0}^\infty\frac{(M+cI)^n}{n!}.
$$

Because a path joins any two states, some power in the sum contributes a positive amount to each entry. Every entry of $P$ is thus at least some $\eta>0$, while its columns sum to one. Let $J$ be the matrix of ones and $N\ge2$ the number of states. If the components of $x$ sum to zero, then $Jx=0$ and $Px=(P-\eta J)x$. The matrix $P-\eta J$ is non-negative with column sums $1-N\eta$, so

$$
\sum_i|(Px)_i|\le(1-N\eta)\sum_i|x_i| .
$$

Differences between probability distributions therefore shrink by at least this factor at each application of $P$. The iterates converge to one fixed distribution $\pi$. For any $s\ge0$, $e^{Ms}\pi$ is also a distribution fixed by $P$, because the exponentials commute; hence $e^{Ms}\pi=\pi$. Differentiation at $s=0$ gives $M\pi=0$, an equation without $F$. $\square$

**Proof of (c).** The balance is now

$$
(\alpha F+d)(1-\theta)=(\beta F+b)\theta
\quad\Longrightarrow\quad
\theta=\frac{\alpha F+d}{(\alpha+\beta)F+b+d}.
$$

Divide numerator and denominator by $\alpha+\beta$. The term $d/(\alpha+\beta)$ equals $F_c\theta_b$, which gives the stated form. Its derivative is

$$
\frac{d\theta}{dF}=\frac{\theta_*(F+F_c)-(F\theta_*+F_c\theta_b)}{(F+F_c)^2}
=\frac{F_c(\theta_*-\theta_b)}{(F+F_c)^2}.
$$

Since $F_c>0$, this vanishes if and only if $\theta_b=\theta_*$. Moreover

$$
\theta-\theta_*=\frac{F_c(\theta_b-\theta_*)}{F+F_c},
$$

which tends to zero for $F\gg F_c$. $\square$

**Remark 1 (what "fast" means).** The H-driven reactions must be fast compared with $b+d$; no absolute speed is required. If $\theta_b\gg\theta_*$, a small relative deviation from the plateau demands more, namely $F\theta_*\gg F_c\theta_b$. The fractional response to a fractional change of flux is

$$
\frac{d\ln\theta}{d\ln F}=\frac{F\,F_c(\theta_*-\theta_b)}{(F+F_c)(F\theta_*+F_c\theta_b)} .
$$

When $\theta_b\ll\theta_*$ and $F\theta_*\gg F_c\theta_b$, this reduces to $F_c/(F+F_c)$, and $\theta\simeq\theta_*F/(F+F_c)$. At $F=9F_c$ the fraction has reached 90% of its plateau.

**Remark 2 (which pressure is varied).** If H$_2$ closes sites, $b$ is proportional to the H$_2$ pressure. Part (c) changes the H flux with that pressure held fixed. If both pressures rise in proportion and $d$ is negligible, $F_c/F$ stays constant. The open fraction is then again independent of flux, but at a value below $\theta_*$.

## Neighbours: the value moves, the independence stays

Take two adjacent sites. Let an open neighbour multiply the abstraction probability by $f$ and the refilling probability by $g$. Write $P_0,P_1,P_2$ for the probabilities of zero, one and two open sites, with $\rho=\alpha/\beta$ and $c=f/g$.

The number of open sites changes by one at a time, so in the steady state the upward and downward traffic between adjacent numbers must balance:

$$
2\alpha FP_0=\beta FP_1,\qquad f\alpha FP_1=2g\beta FP_2 .
$$

The factors of two count the sites that can react. Hence $P_1=2\rho P_0$ and $P_2=(c\rho/2)P_1=c\rho^2P_0$. Averaged over the two sites,

$$
\theta_{\rm pair}=\frac{P_1/2+P_2}{P_0+P_1+P_2}
=\frac{\rho+c\rho^2}{1+2\rho+c\rho^2}.
$$

The flux has cancelled, as part (b) requires. To compare with $\theta_*=\rho/(1+\rho)$, subtract over a common denominator. The numerator is

$$
(\rho+c\rho^2)(1+\rho)-\rho(1+2\rho+c\rho^2)=(c-1)\rho^2 .
$$

The single-site ratio formula thus survives only for $c=1$. When open neighbours favour each other, $c>1$ and the open fraction is larger.

## Diamond under hot-filament conditions

The following parameters are rough typical values for this regime: $T=1200$ K, 0.2 Torr of H, 20 Torr of H$_2$, $A=0.064$ nm$^2$, $E=0.25$ eV and $\beta=0.5$. The H pressure labels the arriving flux through Lemma 1.

With $kT=0.1034$ eV,

$$
\alpha=e^{-0.25/0.1034}=0.0891,\qquad
\theta_*=\frac{1}{1+5.609}=0.151 .
$$

Lemma 1 gives $F=1.293\times10^5$ s$^{-1}$. The abstraction rate is $\alpha F=1.15\times10^4$ s$^{-1}$ and the refilling rate is $\beta F=6.47\times10^4$ s$^{-1}$. Their sum gives a relaxation time of 13 µs. A simulation of random H impacts on 100,000 sites gave an open fraction of 0.1508, against the formula's 0.1513. The statistical error is about 0.0002, so the gap is about two standard errors.

**Closing by H$_2$.** Let an H$_2$ impact on an open site leave one H atom behind with probability $0.15\,e^{-0.65/0.1034}=2.79\times10^{-4}$, a rough estimate. H$_2$ has 100 times the pressure and twice the mass of H, so its impact rate is $100F/\sqrt2=9.14\times10^6$ s$^{-1}$. The product is $b=2.55\times10^3$ s$^{-1}$.

**Thermal loss of hydrogen.** A desorption prefactor of $10^{13}$ s$^{-1}$ and an energy of 3.5 eV give $d=0.020$ s$^{-1}$. This is $1.7\times10^{-6}$ of the abstraction rate. The crossover is therefore set by H$_2$:

$$
F_c=\frac{2.554\times10^3}{0.0891+0.5}\ {\rm s^{-1}}=4.34\times10^3\ {\rm s^{-1}},
$$

which corresponds to 0.0067 Torr of H. At fixed temperature and H$_2$ pressure, part (c) gives:

| H pressure (Torr) | $\theta$ | $d\ln\theta/d\ln F$ |
|---:|---:|---:|
| 0.002 | 0.035 | 0.77 |
| 0.02 | 0.113 | 0.25 |
| 0.2 | 0.146 | 0.032 |
| 2 | 0.151 | 0.003 |

The first row lies below the crossover, and there the open fraction depends strongly on the flux. Above $9F_c$, or 0.060 Torr, it is within 10% of the plateau. At 0.2 Torr it is 3.2% below. A separate simulation at 0.05 Torr, with both H and H$_2$ impacts, gave 0.133 with a statistical error of about 0.001, consistent with the formula's 0.133.

The background also limits the statement about modulated flux. With the H atoms switched off, open sites close with time constant $1/b=0.39$ ms. Pauses comparable with this time disturb the surface, although modulation would not do so if H were the sole reactant.

## Methyl capture and growth

Growth requires open sites to capture carbon species. Let methyl attach to an open site at rate $m$. Let $h$ and $o$ be the terminated and open populations, and count the open share among methyl-free sites, $o/(o+h)$.

If the captured carbon is built in and the site returns terminated, the balance for open sites is $\alpha Fh=(\beta F+m)o$. Hence

$$
\frac{o}{o+h}=\frac{\alpha F}{(\alpha+\beta)F+m}.
$$

If methyl merely attaches and leaves again, its departures return as many open sites as its captures remove. Then $\alpha Fh=\beta Fo$, and the share remains $\theta_*$.

For 0.002 Torr of methyl and a sticking probability of 0.3, $m=101$ s$^{-1}$. The first case lowers the share by 0.13%, relative to $\theta_*$. Methyl-covered sites are excluded from this count.

## Heating: flux acting through temperature

Each opening followed by a refilling consumes two H atoms, produces one H$_2$ molecule and restores the site. With H as the sole reactant, the steady number of such cycles per site and second is

$$
\alpha F(1-\theta_*)=\frac{\alpha\beta F}{\alpha+\beta}.
$$

The fraction of arriving atoms lost is therefore $\gamma=2\alpha\beta/(\alpha+\beta)=2\beta\theta_*$. With $\beta=1/2$ it equals $\theta_*$, which is why both numbers are 0.151 here.

If the H$_2$ bond energy, $D=4.5$ eV, all remains in the surface, the heat flux is

$$
q=\frac{D}{A}\frac{\alpha\beta F}{\alpha+\beta}=11.0\ {\rm W/cm^2}.
$$

The estimate neglects the thermal energy brought by the arriving atoms. It is too high if the departing molecule carries away much of the bond energy. For comparison, an ideal black surface at 1200 K emits 11.8 W/cm$^2$.

To find the effect of heating on the plateau, hold $\beta$ fixed and differentiate $\ln\theta_*=\ln\alpha-\ln(\alpha+\beta)$:

$$
\frac{d\ln\theta_*}{dT}
=\frac{1}{\alpha}\frac{d\alpha}{dT}\left(1-\frac{\alpha}{\alpha+\beta}\right)
=(1-\theta_*)\frac{E}{kT^2}.
$$

The last step uses $d\ln\alpha/dT=E/kT^2$. The result is 0.17% per K at 1200 K. Over a wider range, $\theta_*$ is 0.099 at 1000 K and 0.201 at 1400 K.

Now double $F$ on a holder whose thermal resistance is 2 K cm$^2$/W. This value is chosen for illustration and is low: with heat loads near 10 W/cm$^2$ it fits only a holder whose far side is itself held close to 1200 K. A substrate cooled by radiation from one black face has $1/(4\sigma T^3)\approx25$ K cm$^2$/W, with $\sigma$ the Stefan–Boltzmann constant, and would warm by well over 100 K. The estimate also takes the arriving gas to warm with the surface, as in assumption 3, since the threshold law makes $\alpha$ depend on the temperature of the arriving atoms. The added heat is about $q$, so the surface warms by $2\times11.0=22$ K and $\theta_*$ rises by 3.8%. This first estimate neglects the further heat due to the larger $\alpha$. The direct effect of the doubling, from part (c) with $F_c/F=0.0335$, is a factor $1.0335/1.0168$, or 1.6%. In this example the flux thus acts more strongly through temperature than through chemistry. The order depends on the flux and on the holder: the thermal effect grows with $F$, while the direct effect falls with it. On the same holder, a doubling from 0.1 Torr gives about 1.8% through temperature and 3.2% directly, and a doubling from 0.02 Torr gives 0.2% against 14%.

## Tunnelling through the abstraction barrier

A light atom can cross the barrier below its top. Approximate the top by an inverted parabola of frequency $\omega$, and measure energy $\varepsilon$ from it in units of $\hbar\omega$. In scaled coordinates $H=(p^2-x^2)/2$ with $[x,p]=i$. Define

$$
X=\frac{p+x}{\sqrt2},\qquad Y=\frac{p-x}{\sqrt2},\qquad [X,Y]=i,\qquad H=\frac{XY+YX}{2}.
$$

A wave arriving from the left has $Y>0$. Far from the barrier, transmitted motion has $X>0$ and reflected motion $X<0$. With $X=i\,d/dY$, the equation $H\phi=\varepsilon\phi$ becomes $i(Y\phi'+\phi/2)=\varepsilon\phi$, so $\phi=Y^{-1/2-i\varepsilon}$ for $Y>0$. Its Fourier transform is

$$
\int_0^\infty e^{iXY}Y^{-1/2-i\varepsilon}dY
=\Gamma(\tfrac12-i\varepsilon)(-iX)^{-1/2+i\varepsilon}.
$$

The phase of $-iX$ is $-\pi/2$ for $X>0$ and $+\pi/2$ for $X<0$. The squared amplitudes are therefore in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$, and the transmission is $1/(1+e^{-2\pi\varepsilon})$.

Average this over the exponential energy distribution of Lemma 2, extending the lower limit to $-\infty$. With $a=\hbar\omega/(2\pi kT)<1$ and $y=e^{-2\pi\varepsilon}$, $\alpha$ is multiplied by

$$
\kappa=a\int_0^\infty\frac{y^{a-1}}{1+y}\,dy=\frac{\pi a}{\sin\pi a}.
$$

For a rough $\hbar\omega=0.15$ eV, $\kappa=1.093$. The plateau rises to 0.163, or by 7.8%. The last digits depend on the barrier shape: an Eckart barrier with heights 0.25 and 0.65 eV and the same $\hbar\omega$ gives $\kappa=1.11$ and a plateau of 0.165. Closing by H$_2$ is the reverse reaction through the same barrier, so $b$ is multiplied by the same factor. Its independence of flux is unaffected, because $\kappa$ multiplies a reaction still driven by H impacts.

## The model beside a real reactor

Substrates near 1200 K and total pressures of some tens of Torr are typical of hot-filament growth. The H share at the surface is less certain. If it were 0.1% instead of 1%, the row at 0.02 Torr would apply, with $\theta$ about 25% below the plateau. The row at 2 Torr is far above typical hot-filament conditions, and its heat load would be about ten times larger at the same temperature.

Assumption 1 is doubtful for a real diamond surface, where neighbouring open sites can bond to each other. As an illustration, take $f=2$ and $g=1/2$, so $c=4$. With $\rho=1/5.609=0.178$,

$$
\theta_{\rm pair}=\frac{0.178+0.127}{1+0.357+0.127}=0.206 .
$$

This is 36% above $\theta_*$ for an isolated pair. With more neighbours the shift is larger: a ring of six sites with the same factors for each open neighbour gives 0.34. The factors are chosen, not computed for diamond, so the shift shows sensitivity and is not a correction to apply. The [numerical output](#numerical-output) lists the main results to more digits.

For independent sites, the model gives a plateau in the open fraction when the H flux is well above $F_c$ and three quantities are held fixed: the surface temperature, the temperature of the arriving gas and the H$_2$ pressure. In a reactor, a change of filament temperature can alter the gas temperature together with the flux. Interacting sites can need a larger flux to come equally close to their plateau. The height of that plateau depends on neighbour effects and on the poorly known reaction probabilities.

## Computed results

```
temperature: 1200 K, kT = 0.1034 eV
pressures H, H2, CH3: 0.2, 20.0, 0.002 Torr
site area: 0.064 nm^2
abstraction threshold: 0.25 eV
abstraction probability alpha: 0.0891
refilling probability beta: 0.5
ratio beta/alpha: 5.609
H impact rate per site F: 1.293e+05 1/s
abstraction rate alpha*F: 1.152e+04 1/s
refilling rate beta*F: 6.465e+04 1/s
relaxation time: 13.13 us
plateau open fraction theta*: 0.1513
same, simulated impacts: 0.1508
H loss per impact gamma: 0.1513, simulated 0.1513
H2 closing: factor 0.15, barrier 0.65 eV
H2 closing probability per impact: 2.794e-04
H2 impact rate per site: 9.142e+06 1/s
H2 closing rate b: 2.554e+03 1/s
closing time with H atoms off, 1/b: 0.391 ms
desorption: prefactor 1.0e+13 1/s, energy 3.5 eV
desorption rate d: 1.998e-02 1/s
background open fraction theta_b: 7.82e-06
crossover impact rate Fc: 4.336e+03 1/s
crossover H pressure: 0.00671 Torr
H pressure for 90% of plateau: 0.0604 Torr
H 0.002 Torr: theta 0.0348, dln(theta)/dln(F) 0.7701
H 0.02 Torr: theta 0.1133, dln(theta)/dln(F) 0.2511
H 0.2 Torr: theta 0.1464, dln(theta)/dln(F) 0.0324
H 2.0 Torr: theta 0.1508, dln(theta)/dln(F) 0.0033
H 0.05 Torr: theta 0.1334, simulated 0.1334
theta* at 1000 K: 0.0990
theta* at 1200 K: 0.1513
theta* at 1400 K: 0.2012
dln(theta*)/dT: 0.171 % per K
H2 refilling changes theta by -3.24 %
desorption/abstraction rate: 1.73e-06
methyl sticking: 0.3
methyl capture rate m: 100.54 1/s
methyl capture changes theta by -0.132 %
pair factors f, g: 2.0, 0.5
pair-coupled theta: 0.2058, change 36.0 %
barrier quantum: 0.15 eV
tunnelling factor on alpha: 1.0934
tunnelling theta: 0.1631, change 7.8 %
H2 bond energy: 4.5 eV
recombination heat flux: 11.02 W/cm^2
black-body emission at T: 11.76 W/cm^2
thermal resistance: 2.0 K cm^2/W
temperature rise on doubling F: 22.0 K
theta* after that rise: 0.1570, change 3.8 %
```
